# Is the direct gap of a strained monolayer still at K?

**Question**

I am modelling a semiconducting monolayer with a honeycomb lattice as a transistor channel. Without strain, the conduction minimum and the valence maximum both sit at K. I now stretch the sheet along one direction and, at each strain, record $E_c(K)-E_v(K)$ as the direct gap. K is a special point of the lattice and I strain the cell by only a few per cent, so I assumed that the band edges stay there. Is this justified? If not, how large is the error, and does it spoil the slope of gap against strain?

**Answer**

It is not justified in general. The slope at zero strain survives, but at finite strain your number is generally too large. Three quantities must be kept apart:

$$E_K=E_c(K)-E_v(K),\qquad E_{\rm dir}=\min_{\mathbf k}\,[E_c(\mathbf k)-E_v(\mathbf k)],\qquad E_{\rm fund}=\min_{\mathbf k}E_c-\max_{\mathbf k}E_v .$$

K is one of the points over which $E_{\rm dir}$ is minimised, so $E_{\rm dir}\le E_K$. At the minimising point, $E_c$ is no lower than its global minimum and $E_v$ no higher than its global maximum, so $E_{\rm fund}\le E_{\rm dir}$. The question is when these are equalities.

"K" also needs a definition once the lattice is deformed. I use the co-moving K, whose fractional coordinates stay fixed. This is the point you get by entering K in fractional coordinates and straining the cell. Two other meanings appear below.

**Why K loses its protection**

A rotation by 120° maps K onto itself up to a reciprocal lattice vector. The gradient of a smooth, non-degenerate band at K must therefore be unchanged by that rotation, and only the zero vector is. Biaxial strain keeps the rotation and hence the stationary point. Uniaxial strain removes it, and a gradient proportional to strain is allowed.

Let $\mathbf q=\mathbf k-K$, let $\mathbf g_c,\mathbf g_v$ be the gradients at K, and let $A=\hbar^2/2m$ be the unstrained, isotropic curvatures. To leading order

$$E_c=E_c(K)+\mathbf g_c\cdot\mathbf q+A_cq^2,\qquad E_v=E_v(K)+\mathbf g_v\cdot\mathbf q-A_vq^2 .$$

Setting each derivative to zero gives the displaced extrema

$$\mathbf q_c=-\frac{\mathbf g_c}{2A_c},\qquad \mathbf q_v=\frac{\mathbf g_v}{2A_v}.$$

The vertical difference is $E_K+(\mathbf g_c-\mathbf g_v)\cdot\mathbf q+(A_c+A_v)q^2$. Its minimum lies at $\mathbf q=-(\mathbf g_c-\mathbf g_v)/[2(A_c+A_v)]$, and inserting this gives

$$E_K-E_{\rm dir}=\frac{|\mathbf g_c-\mathbf g_v|^2}{4(A_c+A_v)} .$$

The drift is linear in strain and the energy error is quadratic. The slope $dE/de$ at $e=0$ is therefore the same for $E_K$ and $E_{\rm dir}$. It is also the same for $E_{\rm fund}$ as long as no other valley takes over. If $\mathbf g_c=\mathbf g_v\neq0$, the direct gap stays at K at this order although both band edges have left it.

**A model in which the drift can be calculated**

Take two sublattices with energies $\pm\Delta$, first-neighbour hopping $t_i$ and equal second-neighbour hopping $s_j$ on both sublattices:

$$H=h(\mathbf k)\,\mathbb 1+\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix},\quad f=\sum_i t_ie^{i\mathbf k\cdot\boldsymbol\delta_i},\quad h=2\sum_j s_j\cos(\mathbf k\cdot\mathbf a_j).$$

The eigenvalues are $h\pm\sqrt{\Delta^2+|f|^2}$, so

$$E_c-E_v=2\sqrt{\Delta^2+|f|^2}.$$

Wherever $f$ has a zero, the direct gap is there and equals $2\Delta$.

Let $x$ be the zigzag direction, $a$ the lattice constant and $d=a/\sqrt3$ the bond length. The unstrained bonds are $\boldsymbol\delta_1=(0,d)$ and $\boldsymbol\delta_{2,3}=(\pm a/2,-d/2)$, with $K=(4\pi/3a,0)$. I assume that all atoms follow the homogeneous strain. The phases $K\cdot\boldsymbol\delta_i$ at the co-moving K then remain $0,\pm2\pi/3$.

A stress at angle $\theta$ from zigzag produces strain $e$ along the load and $-\nu e$ across it. With $u=(1+\nu)e$, rotating the strain tensor gives $\varepsilon_{xx}-\varepsilon_{yy}=u\cos2\theta$ and $2\varepsilon_{xy}=u\sin2\theta$.

Let $t_i=t\exp[-\beta(d_i/d-1)]$. To first order the relative bond extensions are

$$\eta_1=\varepsilon_{yy},\qquad \eta_{2,3}=\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\mp\tfrac{\sqrt3}{2}\varepsilon_{xy},$$

and $t_i\approx t(1-\beta\eta_i)$. Since $1+e^{2\pi i/3}+e^{-2\pi i/3}=0$, only the extensions contribute at K:

$$f(K)=-\beta t\Big[\eta_1-\tfrac12(\eta_2+\eta_3)+\tfrac{i\sqrt3}{2}(\eta_2-\eta_3)\Big].$$

Here $\eta_2+\eta_3=\tfrac32\varepsilon_{xx}+\tfrac12\varepsilon_{yy}$ and $\eta_2-\eta_3=-\sqrt3\,\varepsilon_{xy}$, so

$$f(K)=\tfrac34\beta t\,[(\varepsilon_{xx}-\varepsilon_{yy})+2i\varepsilon_{xy}]=\tfrac34\beta t\,u\,e^{2i\theta}.$$

Away from K, the term linear in $\mathbf q$ is $it\sum_i(\mathbf q\cdot\boldsymbol\delta_i)e^{iK\cdot\boldsymbol\delta_i}$. The $q_y$ parts of the sum add to $d+\tfrac d2=\tfrac32d$ and the $q_x$ parts to $\tfrac a2\,i\sqrt3$. Hence

$$f\approx f(K)-\hbar v\,(q_x-iq_y),\qquad \hbar v=\tfrac{\sqrt3}{2}ta=\tfrac32td .$$

The zero of $f$ is at

$$\mathbf q_D=\frac{\beta u}{2d}\,(\cos2\theta,\,-\sin2\theta).$$

The size of the drift does not depend on the load direction at this order, but its direction does. The cost of staying at K is

$$E_K-E_{\rm dir}=2\sqrt{\Delta^2+|f(K)|^2}-2\Delta\approx\frac{|f(K)|^2}{\Delta}=\frac{9}{16}\frac{\beta^2t^2u^2}{\Delta}.$$

The last form needs $|f(K)|\ll\Delta$. With the hoppings used below and a gap held at 0.1 eV, the exact excess at 3 % zigzag strain is 169 meV where the last form gives 320 meV; for still smaller gaps the excess grows almost linearly with strain above about 1 %.

**Do both band edges move together?**

Not quite, because of $h$. Take zigzag loading. The second-neighbour vectors are $(a,0)$ and $(-a/2,\pm3d/2)$, and for each of them $\cos(K\cdot\mathbf a_j)=-\tfrac12$ and $\sin(K\cdot\mathbf a_j)=-\tfrac{\sqrt3}2$. Therefore

$$h\approx\sum_js_j\big[-1+\sqrt3\,\mathbf q\cdot\mathbf a_j+\tfrac12(\mathbf q\cdot\mathbf a_j)^2\big].$$

Since $\sum_j(\mathbf q\cdot\mathbf a_j)^2=\tfrac32a^2q^2$, the quadratic term is $Cq^2$ with $C=\tfrac34sa^2$. The linear term needs unequal $s_j$, because $\sum_j\mathbf a_j=0$ even in the strained lattice. Let $s_j$ decay with exponent $\beta_s$, as $t_i$ does with $\beta$. The extensions are $e$ for the first vector and $\tfrac14e-\tfrac34\nu e$ for the other two, a difference of $\tfrac34u$. The linear term is then $-\tfrac{3\sqrt3}{4}s\beta_sua\,q_x$, and completing the square gives

$$h\approx{\rm const}+C|\mathbf q-\mathbf q_h|^2,\qquad q_h=\frac{\sqrt3\,\beta_su}{2a}\ \text{ along }x.$$

The square root contributes $\pm A_D|\mathbf q-\mathbf q_D|^2$ with $A_D=(\hbar v)^2/2\Delta$. Setting the derivatives of the two bands to zero, for $A_D>C$,

$$q_c=\frac{A_Dq_D+Cq_h}{A_D+C},\qquad q_v=\frac{A_Dq_D-Cq_h}{A_D-C}.$$

Their distances from $q_D$ are $C(q_h-q_D)/(A_D+C)$ and $-C(q_h-q_D)/(A_D-C)$. Multiplying each squared distance by its band's curvature and adding,

$$E_{\rm dir}-E_{\rm fund}=C^2(q_h-q_D)^2\left[\frac1{A_D+C}+\frac1{A_D-C}\right].$$

Because $q_D=\sqrt3\beta u/(2a)$, this vanishes at leading order if $\beta_s=\beta$. Otherwise the gap is slightly indirect.

**Numbers for 3 % zigzag tension**

I use round parameters: $a=0.32$ nm, $t=1.5$ eV, $s=0.08$ eV, $\beta=3$, $\beta_s=5$, $\nu=0.25$ and an unstrained gap of 2.2 eV. The gap parameter follows the area strain, $2\Delta=2.2-6.0\,(1-\nu)e$ in eV, which is a slope of −45 meV per % strain.

At $e=0.03$, $2\Delta=2.2-0.135=2.065$ eV, so $\Delta=1.0325$ eV. The strained hoppings are $t_1=1.5341$ eV and $t_2=t_3=1.4095$ eV. On the line $k_y=0$, $f=t_1+2t_2\cos(k_xa'/2)$ with $a'=a(1+e)$. At K the cosine is $-\tfrac12$, so $f(K)=t_1-t_2\approx0.125$ eV, and

$$E_K=2\sqrt{1.0325^2+0.1247^2}=2.080\ \text{eV},\qquad E_{\rm dir}=2.065\ \text{eV}.$$

The error is 15.0 meV; the quadratic formula gives $(0.75\cdot3\cdot1.5\cdot0.0375)^2/1.0325=15.5$ meV. The true direct gap has fallen by 135 meV and your difference at K by 120 meV, so K misses 11 % of the fall.

The direct-gap point has moved outward by 0.315 nm⁻¹, against 0.304 nm⁻¹ from the linear formula. The conduction minimum has moved by 0.330 nm⁻¹ and the valence maximum by 0.298 nm⁻¹. The gap is therefore indirect within this pair of valleys, but by only 0.04 meV.

| Strain (%) | $E_{\rm dir}$ (eV) | $E_K-E_{\rm dir}$ (meV) |
|---|---|---|
| 1 | 2.155 | 1.6 |
| 2 | 2.110 | 6.6 |
| 3 | 2.065 | 15.0 |
| 5 | 1.975 | 42.4 |

**Which K did you use?**

The laboratory K keeps its unstrained Cartesian position. The corner of the strained Brillouin zone is a third point. At 3 % strain, the excess over $E_{\rm dir}$ in meV is:

| Point | Zigzag | Armchair |
|---|---|---|
| Co-moving K | 15.0 | 13.9 |
| Laboratory K | 0.65 | 6.1 |
| Strained zone corner | 0.73 | 0.49 |

The corner does well here, but not for a reason of symmetry. For zigzag loading it is equidistant from the origin and from the reciprocal vectors $(g_x,\pm g_y)$, so it lies at $k_x=g_x/2+g_y^2/(2g_x)$. With $g_x\propto1-e$ and $g_y\propto1+\nu e$, this is $\tfrac{4\pi}{3a}[1-\tfrac e2+\tfrac{\nu e}2]$ to first order, while the co-moving K is at $\tfrac{4\pi}{3a}(1-e)$. The corner is thus displaced from K by $2\pi u/(3a)$, and

$$\frac{q_D}{2\pi u/(3a)}=\frac{3\sqrt3}{4\pi}\,\beta\approx0.41\,\beta .$$

For $\beta=3$ the ratio is 1.24, so the two points happen to lie close together. To first order they coincide at $\beta\approx2.4$ and move apart as $\beta$ departs from that value.

**Where the picture ends**

Under zigzag tension, $f=0$ requires $\cos(k_xa'/2)=-t_1/(2t_2)$, which has a solution only for $t_1\le2t_2$. At $t_1=2t_2$ the zeros from the two valleys merge at the zone-edge point M. Beyond that, $|f|\ge t_1-2t_2>0$, and the direct gap becomes $2\sqrt{\Delta^2+(t_1-2t_2)^2}$. With these parameters the merger needs 23.9 % strain. That is well past the roughly 10 % at which monolayer MoS₂, for example, breaks, and far outside the range in which the hopping law deserves trust. Under armchair tension $t_1<t_2$, so a zero remains.

**Comparison with a real channel**

The parameters are in the rough range of monolayer MoS₂: the model masses are 0.45 and 0.53 electron masses, and a gap slope of some tens of meV per % is typical. Real band edges are built from several d orbitals, so $\beta$ is an effective number. Taking 2 or 4 instead of 3 changes the 15 meV to 7 or 26 meV. The homogeneous strain assumed above also leaves out the relaxation of the two sublattices against each other. In this model, a relative shift that halves the difference between the bond lengths roughly halves $f(K)$ and cuts the 15 meV to about 4 meV; a shift that makes the bonds equal removes $E_K-E_{\rm dir}$, although the two band edges still leave K in opposite directions and the indirectness grows from 0.04 to about 0.2 meV. The 15 meV is therefore an illustration, not a prediction for a cell with relaxed atoms. A valence spin splitting of 0.15 eV changes it only to 15.6 meV.

Another assumption that can fail is that K is the only relevant valley. In MoS₂ a valence maximum at Γ lies close below the one at K. If it starts 100 meV lower and rises by 50 meV per % relative to the drifting valence maximum near K, both assumed values, it takes over at 2 %. At 3 % it lowers the fundamental gap by 50 meV, over a thousand times the 0.04 meV indirectness caused by the drift with unrelaxed atoms, and still a few hundred times the relaxed values.

An optical line also lies below $E_{\rm dir}$ by the exciton binding energy. A variational estimate for a free-standing sheet with a screening length of 4 nm gives 0.55 eV (a converged solution with the same potential and mass gives 0.565 eV), changing by −2 meV at 3 % strain if the screening length is held fixed. This puts the unstrained line near 1.64 eV, roughly 0.2 eV below that of real MoS₂, so the model's absolute energies should not be used for spectra. Warming from 0 to $T$ lowers the gap by $S\hbar\omega[\coth(\hbar\omega/2k_BT)-1]$ for a phonon of energy $\hbar\omega$ with dimensionless coupling $S$; the assumed values 25 meV and $S=2$ give about 60 meV at 300 K. Comparisons between strains should therefore be made at one temperature.

At 300 K, $k_BT=26$ meV exceeds the 15 meV error, and the thermal wavevector of 0.55 nm⁻¹ exceeds the drift. Carriers still occupy states at K, but their distribution is centred elsewhere.

**What to do in your calculation**

Minimise $E_c-E_v$ over a patch of $\mathbf k$ around K, and find the extrema of $E_c$ and $E_v$ separately over the whole zone. Near its minimum the vertical difference rises as $(A_c+A_v)q^2$, with $A_c+A_v=2A_D\approx0.157$ eV nm² here. An error below 1 meV therefore needs a sampled point within about $\sqrt{0.001/0.157}\approx0.08$ nm⁻¹ of the minimum. If you need only the slope at zero strain, your values at K will do, provided you take the limit of small strain, in this model $|f(K)|\ll\Delta$, which for a small-gap sheet can mean well below 1 %: a straight line from 0 to 3 % through them gives −40 instead of −45 meV per %. The numerical output below lists the full set of values.

## Calculated quantities

```
lattice constant 0.32 nm, bond 0.1848 nm, Poisson ratio 0.25
hoppings t 1.5 eV, s 0.08 eV; decays 3.0, 5.0
unstrained gap 2.2 eV; area-strain coefficient 6.0 eV
hbar*v 0.4157 eV nm
A_D 0.07855, C 0.00614 eV nm^2
electron mass 0.450 m0, hole mass 0.526 m0
linear gap slope -45.0 meV per % strain
order of E_K - E_dir in strain 2.002
MAIN CASE: zigzag load, strain 3.0 %
strained hoppings t1 1.5341, t2 1.4095 eV
half gap Delta 1.0325 eV; |f(K)| 0.1247 eV
co-moving K at kx 12.7087 nm^-1
drift of direct-gap point 0.3148 nm^-1
linear formula for this drift 0.3045 nm^-1
drift of conduction minimum 0.3297 nm^-1
drift of valence maximum 0.2975 nm^-1
E_K 2.08000 eV
E_dir 2.06500 eV
E_fund 2.06496 eV
E_K - E_dir 15.00 meV; quadratic formula 15.51 meV
E_dir - E_fund 0.0378 meV
strain %, E_dir eV, E_K eV, E_K-E_dir meV, drift nm^-1 (zigzag)
1, 2.1550, 2.1566, 1.63, 0.1026
2, 2.1100, 2.1166, 6.60, 0.2074
3, 2.0650, 2.0800, 15.00, 0.3148
5, 1.9750, 2.0174, 42.41, 0.5379
excess over E_dir in meV, and kx in nm^-1, for each meaning of K
zigzag: direct-gap point kx 13.0235
  co-moving K: kx 12.7087, excess 15.00
  laboratory K: kx 13.0900, excess 0.65
  strained zone corner: kx 12.9533, excess 0.73
armchair: direct-gap point kx 12.8998
  co-moving K: kx 13.1889, excess 13.92
  laboratory K: kx 13.0900, excess 6.09
  strained zone corner: kx 12.9532, excess 0.49
zeros merge at M at zigzag strain 23.9 %
NEGLECTED EFFECTS (rough inputs), main case
kT at 300 K 25.85 meV; thermal wavevector 0.553 nm^-1
photon wavevector at E_dir 0.0105 nm^-1
spin-orbit splitting 0.15 eV: E_K - E_dir becomes 15.56 meV
decay 2 or 4 instead of 3.0: E_K - E_dir 6.77 or 26.26 meV
reduced mass along x 0.2590, y 0.2209, unstrained 0.2425 m0
exciton binding (screening length 4.0 nm) 0.553 eV, change with strain -2.1 meV
phonon 25 meV, coupling 2.0: gap lowering 0 to 300 K 61 meV
Gamma maximum: assumed 100 meV below K, rising 50 meV per %
Gamma overtakes K at 2.0 %; at main strain it is 50 meV above
```
